# Meta-GGA radial equation and pseudization conditions for PAW and ultrasoft generators, part 1

(Sections cited here and not found follow in the later parts.)

A meta-GGA exchange-correlation energy depends on the kinetic energy density $\tau$, and its derivative with respect to an orbital is not a multiplicative potential. A generator of PAW or ultrasoft partial waves that integrates the ordinary radial Schrödinger equation therefore solves the wrong equation when the energy is minimized freely over the orbitals, as in the generalized Kohn–Sham scheme. For a magnesium atom with the r²SCAN functional the 3s level lies at $-4.811$ eV. With the same local potential and the electron mass left at 1 it comes out at $-5.396$ eV, too deep by $0.58$ eV. If the variable mass is put into the radial kinetic term but the small term $A'/2r$ derived below is lost, the level is at $-5.011$ eV, too deep by $0.20$ eV. The pseudization has its own failures. If the smooth counterpart of $v_\tau$ misses the all-electron value at the core radius by $0.1$, the projector acquires a delta function that a radial grid does not see, and the matrix $D_{ij}$, which has to be symmetric, has off-diagonal elements that differ by $0.41$ eV for two magnesium $s$ waves 10 eV apart, the lower one normalized over all space and the upper one inside the core radius. If the core density is kept but the core kinetic energy density is left out, then at the core radius of 1.10 Å used here for magnesium the functional is evaluated at $\tau<|\nabla n|^2/8n$, where no set of orbitals can be. All these numbers come from the numerical check.

The algebra is in atomic units, $\hbar=m_e=e=1$, and numbers are in eV and Å. Two conversion factors recur in the arithmetic: an inverse bohr is $22.6767/12=1.88973$ Å⁻¹, and $\hbar^2/m_e=7.620$ eV Ų. The atom is spherical, spin-unpolarized, nonrelativistic unless said otherwise, and has a point nucleus of charge $Z$. The functional is

$$E_{xc}=\int e(n,\sigma,\tau)\,d^3r,\qquad n=\sum_i f_i|\psi_i|^2,\qquad \sigma=|\nabla n|^2,\qquad \tau=\tfrac12\sum_i f_i|\nabla\psi_i|^2 ,$$

with no dependence on $\nabla^2 n$. Subscripts on $e$ denote partial derivatives, and $v_\tau=e_\tau$. The factor $\tfrac12$ in $\tau$ fixes the form $1+v_\tau$; with $\tau$ defined without it the same quantity reads $1+2v_\tau$. The energy is minimized over orthonormal orbitals with no demand that they share a local potential, which is the generalized Kohn–Sham scheme. In an optimized-effective-potential treatment the mass is 1 and the variable-mass equations below do not apply; the need for a core $\tau$ that keeps $\tau\ge|\nabla n|^2/8n$ remains.

Under $\psi_i^*\to\psi_i^*+\delta\psi^*$ the ingredients change by $\delta n=f_i\,\delta\psi^*\psi_i$, $\delta\sigma=2\nabla n\cdot\nabla\delta n$ and $\delta\tau=\tfrac12 f_i\nabla\delta\psi^*\cdot\nabla\psi_i$. The noninteracting kinetic energy is $\int\tau$, so it contributes $\int\delta\tau$ and the functional contributes $\int v_\tau\,\delta\tau$; the two have the same form and add. With a multiplier $\varepsilon$ for the norm, stationarity reads

$$\int\Big[\tfrac12 A\,\nabla\delta\psi^*\cdot\nabla\psi+\Big(-\frac Zr+v_H+e_n-\varepsilon\Big)\delta\psi^*\psi+2e_\sigma\nabla n\cdot\nabla(\delta\psi^*\psi)\Big]d^3r=0,\qquad A=1+v_\tau .\tag{1}$$

This weak form contains no derivative of any output of the functional, and it is the statement to return to whenever a coefficient is not smooth. Where the coefficients are differentiable, the first and last terms are integrated by parts, each with a change of sign and a vanishing surface term, and since $\delta\psi^*$ is arbitrary,

$$-\tfrac12\nabla\cdot(A\nabla\psi)+v\psi=\varepsilon\psi,\qquad v=-\frac Zr+v_H+e_n-\nabla\cdot(2e_\sigma\nabla n).\tag{2}$$

The kinetic operator is that of a particle with mass $m(r)=1/A=1/(1+v_\tau)$. The ordering $\nabla\cdot A\nabla$ is not a choice among Hermitian orderings; it is what (1) gives. For a spherical density $\nabla n=n'\hat{\mathbf r}$, and the divergence of a radial field $g\hat{\mathbf r}$ is $r^{-2}(r^2g)'$, so

$$v=-\frac Zr+v_H+e_n-g'-\frac{2g}{r},\qquad g=2e_\sigma n' .\tag{3}$$

The ingredients are spherical when each shell is evenly filled. With $\psi=R(r)Y_{lm}$ the gradient has a radial part $R'Y_{lm}$ and a tangential part $(R/r)\nabla_\Omega Y_{lm}$, which are orthogonal. The sum $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ is constant, so its angular Laplacian vanishes, $0=-2l(l+1)\sum_m|Y_{lm}|^2+2\sum_m|\nabla_\Omega Y_{lm}|^2$. A shell holding $f$ electrons thus contributes

$$n=\frac{f}{4\pi}R^2,\qquad \tau=\frac{f}{8\pi}\Big[R'^2+\frac{l(l+1)}{r^2}R^2\Big].\tag{4}$$

Because $A$ depends on $r$ alone it passes through the angular derivatives, $\nabla_\Omega\cdot(A\nabla_\Omega Y_{lm})=-l(l+1)AY_{lm}$, and (2) separates:

$$-\frac{1}{2r^2}\big(r^2AR'\big)'+\frac{A\,l(l+1)}{2r^2}R+vR=\varepsilon R .\tag{5}$$

The centrifugal barrier is kinetic energy and carries the factor $A$. Now put $u=rR$, normalized by $\int u^2dr=1$. From $R'=u'/r-u/r^2$ follows $r^2AR'=A(ru'-u)$. Its derivative is $A'(ru'-u)+A\,ru''$, because $(ru'-u)'=ru''$. Dividing by $r$ gives $Au''+A'u'-A'u/r=(Au')'-A'u/r$. Multiplying (5) by $r$ therefore yields

$$-\tfrac12(Au')'+\Big[\frac{A\,l(l+1)}{2r^2}+\frac{A'}{2r}+v\Big]u=\varepsilon u .\tag{6}$$

This is a Sturm–Liouville equation with coefficient $A$ and unit weight. The term $+A'/2r$ comes from the factor $1/r$ in $R=u/r$ and is present for every $l$. It is missed if the one-dimensional operator $-\tfrac12\frac{d}{dr}A\frac{d}{dr}$ is simply written down for $u$. To first order, dropping it shifts a level by $-\int u^2A'/2r\,dr$, and setting $A=1$ shifts it by $-\int\tfrac12v_\tau|\nabla\psi|^2d^3r$; the shifts of $-0.20$ and $-0.58$ eV quoted for the 3s level are the full shifts at fixed $v$, without restoring self-consistency. For constant $A$ and $v=-Z/r$, dividing (6) by $A$ gives the hydrogen problem with charge $Z/A$ and energy $\varepsilon/A$, so the levels are $-Z^2/(2AN^2)$ with principal quantum number $N$ and the length scale is $A/Z$: a positive $v_\tau$ makes a lighter particle with shallower and more extended states.

The derivative $A'$ disappears from the equations if the second variable is the flux that stands inside the derivative in (5); $n''$ and $\tau'$, which $A'$ needs, still enter $v$ through $g'$. Define

$$P=u,\qquad Q=\tfrac12A\,rR'=\tfrac12A\Big(u'-\frac ur\Big).$$

The definition solved for $u'$ is the first equation of the system. For the second, $rQ=\tfrac12r^2AR'$, so (5) says $(rQ)'=r^2[\dots]R=r[\dots]P$, and division by $r$ gives

$$P'=\frac Pr+\frac{2Q}{A},\qquad Q'=-\frac Qr+\Big[\frac{A\,l(l+1)}{2r^2}+v-\varepsilon\Big]P .\tag{7}$$

If $A$ jumps at some radius while $v$ stays finite, the right-hand sides are finite, so $P$ and $Q$ are continuous and $u'$ jumps in such a way that $A(u'-u/r)$ does not. The proviso on $v$ matters, because $v$ contains $-g'$. In the radial version of (1) with test function $\theta(r)$ the terms that multiply $\theta'$ are $r^2(\tfrac12AR'+gR)$, so if $g$ jumps as well the continuous quantity is $Q+gP$.

A third form removes the first derivative. Let $\beta=\sqrt A$, which requires $A>0$, and $u=w/\beta$. Then $Au'=\beta w'-\beta'w$, and in the next derivative the two terms $\beta'w'$ cancel, $(Au')'=\beta w''-\beta''w$. With $A'=2\beta\beta'$, equation (6) multiplied by $2/\beta$ becomes

$$w''=\Big[\frac{l(l+1)}{r^2}+\frac{\nabla^2\beta}{\beta}+\frac{2(v-\varepsilon)}{A}\Big]w,\qquad \nabla^2\beta=\beta''+\frac{2\beta'}{r}.\tag{8}$$

The barrier has lost its factor $A$, the term $A'/2r$ has become the $2\beta'/r$ part of the Laplacian, and the norm is $\int w^2/A\,dr$. Where $A$ varies slowly, the local wave number obeys $k^2=2(\varepsilon-v)/A-l(l+1)/r^2$. The energy enters as $\varepsilon/A(r)$, so where $A\ne1$ no energy-independent local potential with unit mass can reproduce this wave number at more than one energy. Levels alone are a weaker test: for constant $A$ a unit-mass particle in the field of a charge $Z/\sqrt A$ has the same levels, but different wave functions. Equation (8) suits a Numerov integrator but needs $A''$, hence $n'''$ and $\tau''$, and it fails as a pointwise equation at any kink of $A$. The program applies $-\tfrac12\nabla\cdot A\nabla$ symbolically in Cartesian coordinates to $R(r)$ times the angular functions $1$, $z/r$ and $xy/r^2$ for a trial $A$ and $R$, and asserts agreement with the kinetic parts of (6) and (8) at a generic point.

The magnesium atom tests (3), (6) and (7) on a real functional. The program solves the self-consistent r²SCAN problem from the weak form (1), expanding $R$ in B-splines with nothing imposed on its slope at the nucleus. The total energy is $-5443.483$ eV against $-5443.481$ eV from a separate calculation in a large Gaussian basis, and the 3s level is $-4.8112$ eV against $-4.8107$ eV. The other levels are $-1266.45$ eV (1s), $-82.71$ eV (2s) and $-48.17$ eV (2p). The potentials $A$, $A'$ and $v$ are then built from (3), and (6) and (7) are integrated outward and inward until the solutions join. Both forms return $-4.8112$ eV for 3s and $-48.1710$ eV for 2p, the eigenvalues of the weak form.

One identity of (6) governs the pseudization. Take two solutions $u_i,u_j$, regular at the origin, with the same $l$ and energies $\varepsilon_i,\varepsilon_j$. Multiply the equation for $u_j$ by $u_i$ and subtract the same with the indices exchanged. The square bracket drops out, and $u_i(Au_j')'-u_j(Au_i')'=[A(u_iu_j'-u_ju_i')]'$ because the terms $Au_i'u_j'$ cancel. Hence $-\tfrac12(AW_{ij})'=(\varepsilon_j-\varepsilon_i)u_iu_j$ with $W_{ij}=u_iu_j'-u_ju_i'$. Both functions vanish at the origin with finite slope, so $AW_{ij}$ vanishes there, and integration up to $r_c$ gives

$$\tfrac12A(r_c)W_{ij}(r_c)=(\varepsilon_i-\varepsilon_j)S_{ij},\qquad S_{ij}=\int_0^{r_c}u_iu_j\,dr .\tag{9}$$

Writing $W_{ij}=u_iu_j(L_j-L_i)$ with the logarithmic derivative $L=u'/u$ and letting $\varepsilon_j\to\varepsilon_i$,

$$\frac{\partial L}{\partial\varepsilon}\Big|_{r_c}=-\frac{2}{A(r_c)\,u(r_c)^2}\int_0^{r_c}u^2dr .\tag{10}$$

The relation between the enclosed norm and the energy slope of the scattering carries the mass at the matching radius and at no other point. For magnesium take $r_c=1.10$ Å, where $v_\tau=0.05840$, so $A=1.05840$ and $m=0.94482$. The outputs of the functional at this radius are less well converged than the levels: a change of the radial basis moves $v_\tau$ by $6\times10^{-5}$, its slope $A'$ by $0.002$ Å⁻¹, the variable $\alpha$ used below by $0.001$ and $\partial L/\partial\varepsilon$ by $4\times10^{-6}$ Å⁻¹eV⁻¹, so the last digits serve only to compare formula and integration within one basis. The normalized 3s function has $u=0.76608$ Å$^{-1/2}$ there and norm $0.18646$ inside. Then $2\times0.18646/(1.05840\times0.76608^2)=0.60037$ Å, and division by $7.620$ eV Ų gives $\partial L/\partial\varepsilon=-0.07879$ Å⁻¹eV⁻¹. A finite difference of two outward integrations gives $-0.078788$; the unit-mass formula would give $-0.083390$, larger in magnitude by 5.8% of the correct value.

The outward integration must be started from a series, and the series depends on how $A$ and $v$ behave at the nucleus. For a point nucleus the $s$ orbitals have a cusp, so $n(0)$, $n'(0)$ and $\tau(0)$ are finite and nonzero and all three are power series in $r$ with odd as well as even terms. If $e$ is smooth at the point $(n(0),\sigma(0),\tau(0))$, then $A$, $e_n$ and $g$ are power series too:

$$A=a_0+a_1r+a_2r^2+\dots,\qquad rv=w_0+w_1r+\dots,\qquad w_0=-Z_{\rm eff},\qquad Z_{\rm eff}=Z+2g(0).\tag{11}$$

Here $a_0=1+v_\tau(0)$ is the inverse mass at the nucleus and is assumed positive. The Coulomb coefficient is not $Z$, because $g(0)=2e_\sigma n'(0)\neq0$ and the last term of (3) diverges as $1/r$; $v_H$, $e_n$ and $g'$ are finite. Multiply (5) by $r^2$ and try $R\sim r^\gamma$. The kinetic terms are of order $r^\gamma$ and the Coulomb term of order $r^{\gamma+1}$, so the leading balance is $-\tfrac12a_0\gamma(\gamma+1)+\tfrac12a_0l(l+1)=0$. The factor $a_0$ cancels, since both terms are kinetic, and $\gamma=l$ or $-(l+1)$ as for unit mass. The second root is rejected because its kinetic energy $\int AR'^2r^2dr$ diverges at the origin, for $l=0$ as well. So $R=r^l\sum_jc_jr^j$. The product $a_ic_j$ contributes $a_ic_j(l+j)r^{l+j+i+1}$ to $r^2AR'$, hence $-\tfrac12a_ic_j(l+j)(l+j+i+1)r^{l+i+j}$ to the first term and $\tfrac12l(l+1)a_ic_jr^{l+i+j}$ to the second. At order $r^{l+N}$ the term with $i=0$, $j=N$ has coefficient $-\tfrac12a_0[(l+N)(l+N+1)-l(l+1)]=-\tfrac12a_0N(N+2l+1)$. Moving it to the other side,

$$\tfrac12N(N+2l+1)\,a_0c_N=\sum_{j=0}^{N-1}\Big\{\tfrac12a_{N-j}\big[l(l+1)-(l+j)(l+N+1)\big]+w_{N-j-1}\Big\}c_j-\varepsilon\,c_{N-2},\tag{12}$$

with $c_{-1}=0$. For $N=1$ only $j=0$ is present, the square bracket is $l(l+1)-l(l+2)=-l$, and $(l+1)a_0c_1=(-\tfrac12la_1-Z_{\rm eff})c_0$. With $c_0=1$,

$$u=r^{l+1}(1+c_1r+\dots),\qquad c_1=-\frac{2Z_{\rm eff}+l\,a_1}{2(l+1)\,a_0}.\tag{13}$$

The starting value of the flux follows from $Q=\tfrac12ArR'=\tfrac12r^l\{la_0+[la_1+(l+1)a_0c_1]r\}$, which with (13) is $Q=\tfrac12la_0r^l+\tfrac12(\tfrac12la_1-Z_{\rm eff})r^{l+1}+\dots$. The cusp coefficient is independent of the energy, reduces to the Kato value $-Z/(l+1)$ for $A=1$, $g=0$, and to the scaled hydrogen value $-Z/[(l+1)A]$ for constant $A$. The slope $a_1$ acts on every channel except $l=0$, where at this order $A'$ multiplies $R'$, which is already one power down. A mass that grows outward ($a_1<0$) weakens the cusp of the $p$ and higher waves. The program checks the $N=1$ case by symbolic expansion for $l=0$ to $3$, and numerically on a model in which $a_1$ is large: $v=-3/r$ and $A=1+0.5\exp(-r/0.25\,\text{Å})$, so $a_0=1.5$ and $a_1=-2$ Å⁻¹. Equation (13) gives $-3\times1.88973/1.5=-3.7795$ Å⁻¹ for $l=0$ and $-(6\times1.88973-2)/6=-1.5564$ Å⁻¹ for $l=1$, where omission of $a_1$ would give $-1.8897$ Å⁻¹. The B-spline solutions have $-3.7795$ and $-1.5564$ Å⁻¹.

In the self-consistent atom (13) closes on itself. By (4) a shell with $l\ge1$ adds to $n$ only at order $r^2$, and all $s$ shells share one $c_1$, so $n'(0)/n(0)=2c_1=-2(Z+4e_\sigma n')/a_0$. Multiplying by $a_0$ and collecting $n'/n$,

$$\frac{n'(0)}{n(0)}=-\frac{2Z}{1+v_\tau+8ne_\sigma}\bigg|_{r=0}.\tag{14}$$

The picture of a particle with mass $1/(1+v_\tau)$ in the bare Coulomb field would give $-2Z/a_0$ and is incomplete. The two corrections are linked. Change variables from $\tau$ to $\tau_P=\tau-\tau_W$, with the von Weizsäcker density $\tau_W=\sigma/8n$, and write $e(n,\sigma,\tau)=\bar e(n,\sigma,\tau_P)$. The chain rule gives $e_\tau=\bar e_{\tau_P}$ and $e_\sigma=\bar e_\sigma-\bar e_{\tau_P}/8n$, so $v_\tau+8ne_\sigma=8n\bar e_\sigma$ for any functional. The derivative $\bar e_{\tau_P}$ drops out of the $s$ cusp, although $\tau_P$ remains an argument of $\bar e_\sigma$. This has to be so, because near the nucleus all $s$ orbitals are proportional to first order in $r$ and their $\tau$ equals their $\tau_W$: a change of the common slope leaves $\tau_P(0)$ alone. What remains is the gradient dependence at fixed $\tau_P$, and its size is a property of the functional.

The radial equations for the mass $1/(1+v_\tau)$, the relations (9) and (10) at the core radius, and the series at the nucleus are now established. What remains is to evaluate the cusp for magnesium, to treat singular masses, and to find what pseudization demands of the smooth counterpart of $v_\tau$.
